# Why a barium titanate Landau fit fails above 443 K

**Question**

I model barium titanate with a sixth-order Landau polynomial whose coefficients are linear functions of temperature. The sextic one is

\[
a_{111}=2.76\times10^{9}-5.52\times10^{7}\,(T-393\ \mathrm K)\quad \mathrm{J\,m^9/C^6}.
\]

The fit gives a sensible first-order transition, so I carried on to 453 K and above to study the paraelectric phase under a field. The state \(P=0\) is a minimum there and the small-signal permittivity looks normal, but at larger fields my time integration overflows. Is this a numerical problem, or has the material passed a tricritical point, since two of the coefficients change sign? Would adding a positive \(P^8\) term be enough to repair it?

**Answer**

Above a finite field the overflow belongs to the model itself, however small the time step, and the stress-free model shows no tricritical point. The polynomial has been used where its highest term has the wrong sign. A \(P^8\) term can restore a lower bound, but its size matters as well as its sign.

**Where the energy loses its lower bound**

Take a uniform polarization \(P\) along one cubic axis of a stress-free crystal between ideal electrodes, with field \(E\) along the same axis:

\[
G=a_1P^2+a_{11}P^4+a_{111}P^6-EP .
\]

Dividing by \(P^6\) gives

\[
\frac{G}{P^6}=a_{111}+\frac{a_{11}}{P^2}+\frac{a_1}{P^4}-\frac{E}{P^5}\;\longrightarrow\;a_{111}\qquad(|P|\to\infty).
\]

If \(a_{111}<0\), then \(G\to-\infty\). The sign changes at

\[
T=393+\frac{2.76\times10^9}{5.52\times10^7}=443\ \mathrm K .
\]

One direction of unlimited descent is enough to make the full three-component sixth-order energy unbounded too. At 443 K itself the sextic term vanishes on the axis and the quartic term decides. For the numbers I also need the other two coefficients. I use rounded, rough companions of your sextic fit, in SI units:

\[
a_1=3.3\times10^5(T-381\ \mathrm K),\qquad
a_{11}=-2.0\times10^8+4.7\times10^6(T-393\ \mathrm K).
\]

At 443 K this gives \(a_{11}=+3.5\times10^7\ \mathrm{J\,m^5/C^4}\), so the axial energy is still bounded there. It is unbounded at any higher temperature to which the linear law is carried.

A negative sixth-order coefficient is not forbidden in a local expansion about \(P=0\). It does mean that the expansion cannot be cut off at that term and then used at large \(P\). Nor does a negative extrapolated value show that the material's own coefficient is negative.

**Why the good transition does not protect you**

At the zero-field transition the polar minimum has the same energy as \(P=0\). With \(x=P^2\neq0\), the conditions \(G=0\) and \(dG/dP=0\) become

\[
a_1+a_{11}x+a_{111}x^2=0,\qquad a_1+2a_{11}x+3a_{111}x^2=0 .
\]

Subtracting the first from the second gives \(x=-a_{11}/(2a_{111})\). Putting this back into the first gives \(a_{11}^2=4a_1a_{111}\). The solution with \(x>0\) is 392.2 K, with a polarization of 19 μC/cm².

The second equation has real roots only if \(a_{11}^2\ge3a_1a_{111}\), and the polar minimum ends at 394.9 K, where equality holds. The fit is therefore tied to a large spontaneous polarization only up to about 395 K. Above that, the zero-field permittivity measures

\[
\left.\frac{dE}{dP}\right|_{P=0}=2a_1 ,
\]

which does not contain \(a_{111}\).

As an illustration, compare the extrapolated \(a_{111}\) at 453 K with one frozen at its 393 K value, holding \(a_1\) and \(a_{11}\) fixed. At 0.010 MV/cm the polarization, 2.1 μC/cm², changes by a fraction of only \(8\times10^{-5}\). At 0.05 MV/cm the two choices still agree within about 3%. At 0.143 MV/cm, which is 95% of the runaway field derived below, they give 26 and 18 μC/cm². A good small-signal result is thus no evidence for the sextic coefficient. The frozen value is not a measurement either; the comparison shows how strongly the answer depends on a number that the small-signal data do not fix.

**Why this is not a tricritical point**

In this expansion a tricritical point requires \(a_1=a_{11}=0\) at the same state, with \(a_{111}>0\). Here \(a_1\) vanishes at 381 K and \(a_{11}\) at 435.6 K. When \(a_{11}\) changes sign, \(a_1\) is already positive, so \(P=0\) remains a local minimum and no transition line changes its order. The sign change of \(a_{111}\) at 443 K is a separate event.

**What makes the integration overflow**

Above 443 K write \(b=-a_{111}>0\). At zero field

\[
\frac{dG}{dP}=2P\left(a_1+2a_{11}x-3bx^2\right).
\]

The bracket vanishes when \(3bx^2-2a_{11}x-a_1=0\). The product of the roots is \(-a_1/(3b)<0\), so exactly one is positive:

\[
P_b^2=\frac{a_{11}+\sqrt{a_{11}^2+3a_1b}}{3b}.
\]

This is the top of a barrier. Inside it the force points back to \(P=0\), and outside it the force points towards infinity. At 453 K the coefficients are \(a_1=2.376\times10^7\), \(a_{11}=8.20\times10^7\) and \(b=5.52\times10^8\) in SI units, so

\[
P_b^2=\frac{8.20\times10^7+2.146\times10^8}{1.656\times10^9}=0.179\ \mathrm{C^2/m^4},
\]

or \(P_b=42\) μC/cm². This is about twice the fit's own polarization at the transition, so the false region is not remote.

For overdamped motion, \(dP/dt=-L\,dG/dP\) with mobility \(L>0\). At large \(P\) this becomes \(dP/dt\simeq6LbP^5\). Separating variables, the time left from \(P\) to infinity is

\[
\int_P^\infty\frac{dP'}{6LbP'^5}=\frac{1}{24LbP^4},
\]

which is finite. A smaller time step therefore follows the divergence more accurately but cannot remove it. At 453 K and zero field, a start at \(0.95P_b\) relaxes to zero, while a start at \(1.05P_b\) diverges after 0.25 relaxation times, the unit being \(1/(2La_1)\).

A field can also push the system over from \(P=0\). Equilibrium requires

\[
E=2a_1P+4a_{11}P^3-6bP^5 .
\]

The right-hand side rises from zero, reaches a maximum and then falls. At the maximum its derivative vanishes:

\[
2a_1+12a_{11}x-30bx^2=0
\quad\Longrightarrow\quad
15bx^2-6a_{11}x-a_1=0 .
\]

The positive root is

\[
P_s^2=\frac{6a_{11}+\sqrt{36a_{11}^2+60a_1b}}{30b}.
\]

At 453 K this gives \(P_s=0.302\ \mathrm{C/m^2}\), or 30 μC/cm². Inserting it into the equation for \(E\), the three terms are

\[
E_{\rm run}=(1.43+0.90-0.83)\times10^7\ \mathrm{V/m}
\approx1.5\times10^7\ \mathrm{V/m}=0.15\ \mathrm{MV/cm}.
\]

Above this field no equilibrium with positive \(P\) exists. This is the limit for overdamped motion. If your equation of motion has inertia, a suddenly applied field can carry \(P\) over the barrier earlier. Without damping, a start at rest from \(P=0\) conserves kinetic energy plus \(G\), so it runs away once \(E\) exceeds the maximum over \(P>0\) of \((a_1P^2+a_{11}P^4-bP^6)/P\), which is 0.092 MV/cm at 453 K. In the stress-free model the runaway field is 0.335 MV/cm at 444 K, 0.151 at 453 K, 0.165 at 473 K and 0.195 at 493 K. It is not monotonic in temperature, so being further above 443 K does not by itself mean a lower runaway field.

**How large an eighth-order term must be**

Add \(a_8P^8\). Any \(a_8>0\) gives a lower bound, but a weak term lets the energy fall far below zero before it turns up, which creates a false polar phase. To keep \(P=0\) lowest at zero field, \(G/P^2\) must not be negative:

\[
a_1+a_{11}x-bx^2+a_8x^3\ge0 .
\]

Divide by \(x^3\) and set \(u=1/x\):

\[
a_8\ge\max_{u>0}\left(bu-a_{11}u^2-a_1u^3\right).
\]

The derivative vanishes when \(b-2a_{11}u-3a_1u^2=0\), so the maximum is at

\[
u=\frac{-a_{11}+\sqrt{a_{11}^2+3a_1b}}{3a_1}.
\]

At 453 K, \(u=1.86\ \mathrm{m^4/C^2}\) and the threshold is

\[
(10.27-2.84-1.53)\times10^8=5.9\times10^8\ \mathrm{J\,m^{13}/C^8}.
\]

A single-valued \(P(E)\) is a stronger demand, because \(d^2G/dP^2\) must stay positive:

\[
2a_1+12a_{11}x-30bx^2+56a_8x^3>0 .
\]

The same division gives

\[
a_8>\frac1{56}\max_{u>0}\left(30bu-12a_{11}u^2-2a_1u^3\right),
\]

which is \(9.6\times10^8\) at 453 K, \(7.7\times10^9\) at 493 K and \(2.6\times10^{10}\) at 593 K, in the same units.

The growth follows from the linear laws. Far above the fitted range \(a_1\), \(a_{11}\) and \(b\) all become proportional to \(T\). The maximizing \(u\) then tends to a constant and the threshold grows in proportion to \(T\). A constant \(a_8\) must eventually fail if the lower coefficients continue to be extrapolated. For instance, \(a_8=5.1\times10^9\) keeps \(P=0\) lowest at 493 K, but at 593 K it produces a false polar state at 107 μC/cm².

The added term also acts where the original fit was good. At the transition, the value needed for a single-valued response at 493 K contributes 10% of the sextic energy, and the value for 593 K contributes 34%. The lower coefficients should then be fitted again together with \(a_8\).

**What changes in a real film**

A film held by its substrate differs from the stress-free crystal. Suppose it is clamped in its plane at zero misfit and free along its normal, with \(P\) along the normal. The polarization would strain the plane by \(Q_{12}P^2\) in both directions; holding the plane fixed costs the elastic energy \(Q_{12}^2P^4/(s_{11}+s_{12})\). With rough values \(Q_{12}=-0.045\ \mathrm{m^4/C^2}\) and \(s_{11}+s_{12}=5.6\times10^{-12}\ \mathrm{Pa^{-1}}\), this adds \(3.6\times10^8\ \mathrm{J\,m^5/C^4}\) to \(a_{11}\).

The runaway field rises tenfold at 453 K, to 1.6 MV/cm, but is 0.63 MV/cm at 473 K and 0.51 MV/cm at 493 K. Against a rough film breakdown field of 1 MV/cm, the false instability of overdamped motion is out of reach in the first case and within reach in the other two. With inertia and no damping, a suddenly applied field runs away at 0.76 MV/cm at 453 K, so the first case is then within reach as well. The first conclusion also depends on the rough \(Q_{12}\): with \(-0.034\ \mathrm{m^4/C^2}\) the runaway field at 453 K is only 0.66 MV/cm, which is also within reach. Clamping moves the failure without removing it, since a quartic term cannot overcome a negative sextic one at large \(P\). All of the above is at fixed temperature. Adiabatic conditions hardly move the onset: with a rough heat capacity of \(3\times10^6\ \mathrm{J/(m^3\,K)}\), the stress-free crystal at 453 K heats by about 4 K at \(P_s\), and the field at which the branch from \(P=0\) is lost changes from 0.151 to 0.149 MV/cm. They do change what follows. Beyond about 36 μC/cm² \(\partial G/\partial T\) turns negative and the model cools, by about 68 K at 50 μC/cm² at constant entropy. This takes it below 443 K, where \(a_{111}\) is positive again, so the divergence is replaced by a finite jump, which is equally a product of the extrapolated coefficient. Misfit strain, domains, leakage and polarization gradients are left out. The stress-free runaway fields, 0.15 MV/cm and above, may also exceed the breakdown field of a bulk sample. All these fields are properties of the extrapolated model, not predictions that barium titanate becomes unstable.

**What to do with your calculation**

Stop the present polynomial before 443 K, and do not treat 442 K as safe merely because the energy is bounded there. For work at higher temperature, fit the coefficients to polarization measured at finite field over the temperatures and fields you need, under the same mechanical conditions. Then vary the highest coefficients within what those data allow. If the polarization at your working field moves appreciably, as it does between 26 and 18 μC/cm² above, the data do not yet determine the answer. The numerical output below gives the remaining values.

## Table of computed values

```
INPUTS (SI; a1, a11 rounded and rough)
a1 = 3.30e+05 (T - 381 K) J m/C^2
a11 = -2.00e+08 + 4.70e+06 (T - 393 K) J m^5/C^4
a111 = 2.76e+09 + (-5.52e+07)(T - 393 K) J m^9/C^6
rough Q11, Q12 = 0.11, -0.045 m^4/C^2
rough s11, s12 = 8.3e-12, -2.7e-12 1/Pa
rough a12 = 3.2e+08 J m^5/C^4, a112 = 4.5e+09 J m^9/C^6
rough heat capacity = 3.0e+06 J/(m^3 K)
rough film breakdown = 1.0 MV/cm
TEMPERATURES OF THE FIT
a1 = 0 at 381.0 K; a11 = 0 at 435.6 K
a111 = 0 at 443.0 K
first-order transition = 392.21 K, Ps = 19.1 uC/cm2
polar minimum ends at 394.89 K
a11 at 443 K = 3.50e+07 J m^5/C^4
444 K: lowest G for P <= 10 C/m2 = -5.48e+13 J/m3
444 K: lowest G for P <= 100 C/m2 = -5.52e+19 J/m3
growth power between these = 6.003
BARRIER P_b, LIMIT P_s (uC/cm2), RUNAWAY FIELD (MV/cm)
444 K free: P_b 81.7, P_s 59.8, E_run 0.335
444 K clamped: P_b 220.7, P_s 170.8, E_run 32.551
453 K free: P_b 42.3, P_s 30.2, E_run 0.151
453 K clamped: P_b 74.9, P_s 57.5, E_run 1.565
473 K free: P_b 34.8, P_s 24.9, E_run 0.165
473 K clamped: P_b 49.2, P_s 37.2, E_run 0.625
493 K free: P_b 32.7, P_s 23.5, E_run 0.195
493 K clamped: P_b 42.2, P_s 31.7, E_run 0.509
DETAILS AT 453 K, STRESS-FREE
a1 = 2.376e+07 J m/C^2, a11 = 8.200e+07 J m^5/C^4
a111 = -5.520e+08 J m^9/C^6
barrier = 3.714e+06 J/m3 = 23.2 meV/nm3
start 0.95 P_b: final P = 3.5e-11 uC/cm2
start 1.05 P_b: divergence time = 0.249 relaxation times
small field = 0.010 MV/cm, P = 2.098 uC/cm2
relative change if a111 frozen = 8.0e-05
large field = 0.143 MV/cm
P extrapolated = 26.3, frozen = 18.4 uC/cm2
EIGHTH-ORDER THRESHOLDS (J m^13/C^8)
453 K: P=0 lowest 5.90e+08, single-valued 9.59e+08
   latter / sextic energy at transition = 1.2 %
493 K: P=0 lowest 4.86e+09, single-valued 7.69e+09
   latter / sextic energy at transition = 10.0 %
593 K: P=0 lowest 1.70e+10, single-valued 2.63e+10
   latter / sextic energy at transition = 34.1 %
a8 = 5.10e+09 passes at 493 K; at 593 K it gives
   a false polar state at 107.3 uC/cm2, G = -2.61e+09 J/m3
NEGLECTED EFFECTS
clamping adds 3.62e+08 J m^5/C^4 to a11
least transverse stiffness / 2a1: free 1.00, clamped 0.89
453 K: heating at P_s = 4.1 K, E_run then 0.149 MV/cm
453 K: volume with barrier kT = 1.68 nm3
444 K clamped: E_run / breakdown = 32.55
453 K clamped: E_run / breakdown = 1.56
473 K clamped: E_run / breakdown = 0.63
493 K clamped: E_run / breakdown = 0.51
```
